# Why Plane-Wave RPA Correlation Converges as Cutoff to the −3/2: test program

```python
"""Cutoff convergence of the plane-wave RPA correlation energy.

Result under test (atomic units): with both wavevectors of the response
function chi0 limited to q < Gc, and Ecut = Gc^2/2,
    E(Gc) - E(infinity) = (4/3) I2 / Gc^3 + B / Gc^4 + ...
                        = (sqrt(2)/3) I2 / Ecut^(3/2) + B / (4 Ecut^2) + ...
I2 = integral of n(r)^2, n = total electron density,
B  = integral d3k/(2 pi)^3 |k| |n(k)|^2 (zero for a uniform density).
Systems: uniform electron gas, and two electrons in the lowest orbital of a
harmonic Kohn-Sham potential of frequency omega (the trap). For the trap the
third term is 3 omega / (2 Ecut) times the leading one.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gammaln, gammainc

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
pi = np.pi


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def half_line(scale, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return scale * (1 + x) / (1 - x), w * 2 * scale / (1 - x) ** 2


# ---------- uniform gas: energy per volume missing beyond Gc ----------
n_gas = 0.1 * BOHR ** 3
kf = (3 * pi ** 2 * n_gas) ** (1 / 3)


def gas_tail(gc):
    """Full RPA tail and its part beyond second order, from the Fermi sphere."""
    kz, wk = gauss(-kf, kf, 16)
    wk = wk * (kf ** 2 - kz ** 2) / (4 * pi ** 2)
    t, wt = gauss(0, 1, 24)
    full = beyond = 0.0
    for ti, wi in zip(t, wt):
        q = gc / ti
        u, wu = half_line(q * q / 2, 40)
        eps = q * q / 2 + q * kz
        minus_chi = (wk * 2 * eps / (eps ** 2 + u[:, None] ** 2)).sum(axis=1)
        y = 4 * pi / q ** 2 * minus_chi
        measure = wi * gc / ti ** 2 * q * q / (2 * pi ** 2) / (2 * pi)
        f = np.log1p(y) - y
        full += measure * (wu @ f)
        beyond += measure * (wu @ (f + y * y / 2))
    return full, beyond


gas = []
for multiple in (8, 16):
    gc = multiple * kf
    full, beyond = gas_tail(gc)
    law = -4 / 3 * n_gas ** 2 / gc ** 3
    third = 32 * pi / 7 * n_gas ** 3 / gc ** 7
    gas.append((gc, full, law, full / law, beyond / third))
assert abs(gas[1][3] - 1) < 0.01
assert abs((gas[0][3] - 1) / (gas[1][3] - 1) - 4) < 0.2
assert abs(gas[1][4] - 1) < 0.03

# ---------- trap: density integrals by quadrature ----------
N = 2
omega_ev = 10.0
omega = omega_ev / HARTREE
rmax = 12 / np.sqrt(omega)


def density(r):
    return N * (omega / pi) ** 1.5 * np.exp(-omega * r * r)


def density_k(k):
    r, w = gauss(0, rmax, 100)
    return np.sum(w * 4 * pi * r * r * density(r) * np.sinc(k * r / pi))


I2 = quad(lambda r: 4 * pi * r * r * density(r) ** 2, 0, rmax)[0]
I3 = quad(lambda r: 4 * pi * r * r * density(r) ** 3, 0, rmax)[0]
kk, wkk = gauss(0, 10 * np.sqrt(omega), 60)
B = sum(w * k ** 3 * density_k(k) ** 2 for k, w in zip(kk, wkk)) / (2 * pi ** 2)


def lead(ecut):
    return np.sqrt(2) / 3 * I2 / ecut ** 1.5


def edge(ecut):
    return B / (4 * ecut ** 2)


def third_term(ecut):
    """Third term of the cutoff expansion, valid for the trap only."""
    return 1.5 * omega / ecut * lead(ecut)


# ---------- trap: large-q form of chi0 from oscillator transitions ----------
def chi_ratio(x):
    """chi0 / large-q form for |q| = |q'|, q^2/2 = x omega, |q-q'|^2 = omega."""
    q2 = 2 * x * omega
    u = q2 / 4
    overlap = q2 - omega / 2
    m = np.arange(1, int(x + 14 * np.sqrt(x) + 40))
    p = np.exp(-q2 / (2 * omega) + m * np.log(overlap / (2 * omega))
               - gammaln(m + 1))
    exact = -N * np.sum(p * 2 * m * omega / ((m * omega) ** 2 + u * u))
    form = -density_k(np.sqrt(omega)) * q2 / (u * u + q2 ** 2 / 4)
    return exact / form


chi_r = [chi_ratio(100), chi_ratio(400)]
assert abs(chi_r[1] - 1) < 0.002
assert abs((chi_r[0] - 1) / (chi_r[1] - 1) - 4) < 0.3

# ---------- trap: second-order energy as a series over transitions ----------
KMAX = 1000000
ks = np.arange(1, KMAX + 1, dtype=float)
terms = (N ** 2 / (2 * pi ** 2) * np.sqrt(pi)
         * np.exp(gammaln(ks + 0.5) - gammaln(ks + 1))
         / (ks * (2 * ks + 1)) * (1 - 2 * np.exp(-ks * np.log(4))))
# remainder of the series, whose terms fall as k^(-5/2)
rest = N ** 2 * np.sqrt(pi) / (6 * pi ** 2) * (KMAX + 0.5) ** -1.5
E2_inf = -(terms.sum() + rest)


def second_order(x):
    """Second-order energy with cutoff Ecut = x omega."""
    top = int(x + 14 * np.sqrt(x) + 60)
    return -np.sum(terms[:top] * gammainc(ks[:top] + 0.5, x) ** 2)


edge_ratio = []
third_ratio = []
for x in (400, 1600):
    e = x * omega
    excess = second_order(x) - E2_inf
    edge_ratio.append((excess - lead(e)) / edge(e))
    third_ratio.append((excess - lead(e) - edge(e)) / third_term(e))
lead_ratio = (second_order(1600) - E2_inf) / lead(1600 * omega)
# The relative corrections fall as x^(-1/2), so this combination removes them.
edge_limit = 2 * edge_ratio[1] - edge_ratio[0]
third_limit = 2 * third_ratio[1] - third_ratio[0]
assert abs(lead_ratio - 1) < 0.03
assert abs(edge_limit - 1) < 0.01
assert abs(third_limit - 1) < 0.02

# ---------- trap: full RPA by angular-momentum channels ----------
cut_ev = np.array([100.0, 200.0, 400.0, 800.0])
xs = cut_ev / omega_ev
edges = np.concatenate([[0], np.sqrt(2 * xs * omega)])
panels = [gauss(edges[i], edges[i + 1], n)
          for i, n in enumerate((20, 12, 14, 18))]
q = np.concatenate([p[0] for p in panels])
wq = np.concatenate([p[1] for p in panels])
sizes = np.cumsum([len(p[0]) for p in panels])
u, wu = half_line(6 * omega, 32)
E_rpa = np.zeros(4)
E_two = np.zeros(4)
for l in range(0, 171):
    m = np.arange(l if l > 0 else 2, 191, 2)
    h = (m - l) / 2
    p = (m + l) / 2
    log_norm = (h * np.log(2) + gammaln(h + 1) + (p + 1) * np.log(2)
                + gammaln(p + 1.5) - 0.5 * np.log(pi))
    g = np.exp(-q[:, None] ** 2 / (4 * omega)
               + m * np.log(q[:, None] / np.sqrt(2 * omega)) - log_norm / 2)
    g *= np.sqrt(2 / pi * N * wq)[:, None]
    weight = 2 * m * omega / ((m * omega) ** 2 + u[:, None] ** 2)
    b = g[None] * np.sqrt(weight)[:, None, :]
    K = b @ b.transpose(0, 2, 1)
    for i, s in enumerate(sizes):
        sub = K[:, :s, :s]
        logdet = np.linalg.slogdet(np.eye(s) + sub)[1]
        trace = np.trace(sub, axis1=1, axis2=2)
        E_rpa[i] += (2 * l + 1) / (2 * pi) * (wu @ (logdet - trace))
        E_two[i] -= (2 * l + 1) / (4 * pi) * (wu @ (sub ** 2).sum(axis=(1, 2)))

E2 = np.array([second_order(x) for x in xs])
assert np.max(np.abs(E_two / E2 - 1)) < 1e-6

# Orders beyond the second must converge faster than the leading law.
higher = E_rpa - E2
step = np.diff(higher)
higher_power = np.log2(step[0] / step[1])
assert higher_power > 2.5
assert abs(higher[3] - higher[1]) < 0.02 * (E2[1] - E2_inf)

# The RPA energy drop between two cutoffs against the three-term law; the
# tolerance allows for the neglected terms, of relative order 1 percent here.
ec = cut_ev / HARTREE
drop = E_rpa[2] - E_rpa[3]
drop_two = lead(ec[2]) + edge(ec[2]) - lead(ec[3]) - edge(ec[3])
drop_three = drop_two + third_term(ec[2]) - third_term(ec[3])
assert abs(drop / drop_three - 1) < 0.02

# ---------- trap: use of the law to remove the cutoff error ----------
reference = E_rpa[3] + E2_inf - E2[3]
omitted = 32 * pi / 7 * I3 / (2 * ec[3]) ** 3.5
one_term = E_rpa[3] - lead(ec[3])
two_terms = one_term - edge(ec[3])
three_terms = two_terms - third_term(ec[3])
c = ec ** 1.5
two_point = (c[3] * E_rpa[3] - c[2] * E_rpa[2]) / (c[3] - c[2])
err = [abs(e - reference) for e in (E_rpa[3], one_term, two_terms, three_terms)]
err_two_point = abs(two_point - reference)
assert err[0] > 5 * err[1]
assert err[1] > err[2] > err[3]
assert err_two_point < err[0] / 5
assert omitted < err[3]

A = np.sqrt(2) / 3 * I2
print("UNIFORM GAS")
print(f"density = {n_gas / BOHR**3:.3f} 1/angstrom^3")
print(f"Fermi wavevector = {kf / BOHR:.4f} 1/angstrom")
for mult, row in zip((8, 16), gas):
    unit = HARTREE / BOHR ** 3
    print(f"Gc = {mult} kF: Ecut = {row[0]**2 / 2 * HARTREE:.2f} eV")
    print(f"  missing energy, full RPA = {row[1] * unit:.5e} eV/angstrom^3")
    print(f"  missing energy, law = {row[2] * unit:.5e} eV/angstrom^3")
    print(f"  ratio RPA/law = {row[3]:.6f} (no unit)")
    print(f"  beyond second order / third-order law = {row[4]:.5f} (no unit)")
print("TRAP WITH TWO ELECTRONS")
print(f"hbar omega = {omega_ev:.1f} eV")
print(f"integral of n^2 = {I2 / BOHR**3:.6f} 1/angstrom^3")
print(f"boundary integral B = {B / BOHR**4:.6f} 1/angstrom^4")
print(f"prefactor A = {A * HARTREE**2.5:.3f} eV^(5/2)")
print(f"prefactor A = {A:.6f} hartree^(5/2)")
print(f"chi0/large-q form, q^2/2 = 1000 eV: {chi_r[0]:.6f} (no unit)")
print(f"chi0/large-q form, q^2/2 = 4000 eV: {chi_r[1]:.6f} (no unit)")
print(f"second-order excess/leading law at 16000 eV: {lead_ratio:.5f} (no unit)")
print(f"boundary ratio at 4000 eV: {edge_ratio[0]:.5f} (no unit)")
print(f"boundary ratio at 16000 eV: {edge_ratio[1]:.5f} (no unit)")
print(f"boundary ratio, extrapolated: {edge_limit:.5f} (no unit)")
print(f"third-term ratio, extrapolated: {third_limit:.5f} (no unit)")
print(f"second-order energy, no cutoff = {E2_inf * HARTREE:.6f} eV")
for i in range(4):
    print(f"Ecut = {cut_ev[i]:.0f} eV: RPA = {E_rpa[i] * HARTREE:.6f} eV, "
          f"second order = {E2[i] * HARTREE:.6f} eV")
    print(f"  terms: leading = {lead(ec[i]) * HARTREE:.6f} eV, "
          f"boundary = {edge(ec[i]) * HARTREE:.6f} eV, "
          f"third = {third_term(ec[i]) * HARTREE:.6f} eV")
print(f"RPA drop 400 to 800 eV = {drop * HARTREE:.6f} eV")
print(f"drop from two terms = {drop_two * HARTREE:.6f} eV")
print(f"drop from three terms = {drop_three * HARTREE:.6f} eV")
print(f"RPA drop / two-term drop = {drop / drop_two:.5f} (no unit)")
print(f"RPA drop / three-term drop = {drop / drop_three:.5f} (no unit)")
print(f"Ecut power of higher orders, 100-400 eV = {higher_power:.3f} (no unit)")
print(f"reference RPA energy = {reference * HARTREE:.6f} eV")
print(f"reference RPA energy = {reference:.8f} hartree")
print(f"third-order tail omitted there = {omitted * HARTREE:.2e} eV")
print(f"error at 800 eV, raw = {err[0] * HARTREE:.6f} eV")
print(f"error after leading correction = {err[1] * HARTREE:.6f} eV")
print(f"error after leading + boundary = {err[2] * HARTREE:.6f} eV")
print(f"error after three terms = {err[3] * HARTREE:.6f} eV")
print(f"two-point extrapolated energy = {two_point * HARTREE:.6f} eV")
print(f"error of two-point extrapolation = {err_two_point * HARTREE:.6f} eV")
print("all assertions hold")
```

Printed output:

```
UNIFORM GAS
density = 0.100 1/angstrom^3
Fermi wavevector = 1.4360 1/angstrom
Gc = 8 kF: Ecut = 502.79 eV
  missing energy, full RPA = -2.40210e-04 eV/angstrom^3
  missing energy, law = -2.39331e-04 eV/angstrom^3
  ratio RPA/law = 1.003676 (no unit)
  beyond second order / third-order law = 1.01216 (no unit)
Gc = 16 kF: Ecut = 2011.15 eV
  missing energy, full RPA = -2.99442e-05 eV/angstrom^3
  missing energy, law = -2.99163e-05 eV/angstrom^3
  ratio RPA/law = 1.000933 (no unit)
  beyond second order / third-order law = 1.00357 (no unit)
TRAP WITH TWO ELECTRONS
hbar omega = 10.0 eV
integral of n^2 = 0.381822 1/angstrom^3
boundary integral B = 0.697998 1/angstrom^4
prefactor A = 103.023 eV^(5/2)
prefactor A = 0.026672 hartree^(5/2)
chi0/large-q form, q^2/2 = 1000 eV: 1.002952 (no unit)
chi0/large-q form, q^2/2 = 4000 eV: 1.000766 (no unit)
second-order excess/leading law at 16000 eV: 1.02213 (no unit)
boundary ratio at 4000 eV: 1.09503 (no unit)
boundary ratio at 16000 eV: 1.04584 (no unit)
boundary ratio, extrapolated: 0.99665 (no unit)
third-term ratio, extrapolated: 0.99664 (no unit)
second-order energy, no cutoff = -2.704966 eV
Ecut = 100 eV: RPA = -1.910083 eV, second order = -2.543977 eV
  terms: leading = 0.103023 eV, boundary = 0.027571 eV, third = 0.015453 eV
Ecut = 200 eV: RPA = -2.017418 eV, second order = -2.657571 eV
  terms: leading = 0.036424 eV, boundary = 0.006893 eV, third = 0.002732 eV
Ecut = 400 eV: RPA = -2.049343 eV, second order = -2.689742 eV
  terms: leading = 0.012878 eV, boundary = 0.001723 eV, third = 0.000483 eV
Ecut = 800 eV: RPA = -2.059469 eV, second order = -2.699881 eV
  terms: leading = 0.004553 eV, boundary = 0.000431 eV, third = 0.000085 eV
RPA drop 400 to 800 eV = 0.010126 eV
drop from two terms = 0.009617 eV
drop from three terms = 0.010015 eV
RPA drop / two-term drop = 1.05287 (no unit)
RPA drop / three-term drop = 1.01107 (no unit)
Ecut power of higher orders, 100-400 eV = 4.668 (no unit)
reference RPA energy = -2.064553 eV
reference RPA energy = -0.07587094 hartree
third-order tail omitted there = 6.18e-07 eV
error at 800 eV, raw = 0.005085 eV
error after leading correction = 0.000532 eV
error after leading + boundary = 0.000101 eV
error after three terms = 0.000016 eV
two-point extrapolated energy = -2.065006 eV
error of two-point extrapolation = 0.000453 eV
all assertions hold
```
